# Field-driven polarization rotation from [111] to [001] at fixed magnitude

Let a cubic crystal carry a uniform polarization of fixed magnitude $P$ and direction $\mathbf n=(n_1,n_2,n_3)$, referred to the cube axes, with an anisotropy constant $K>0$ and a field $E\ge 0$ along [001]. Its energy density is

$$f=-KP^4S-EPn_3,\qquad S=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .$$

Two energy densities appear here, $KP^4$ and $EP$. Dividing $f$ by the first leaves one dimensionless parameter,

$$e=\frac{E}{KP^3},$$

so the equilibrium direction depends on $e$ alone, and any critical field must be a pure number times $KP^3$. Symmetry says where to look for it. The field keeps the fourfold axis along [001], and a tilt away from that axis has no preferred sense, so the energy has no term linear in the tilt. The direction [001] is therefore stationary at every field, and the question is when it becomes the minimum. The number will turn out to be 2.

The field $E$ is the macroscopic field inside the crystal. If layers at the electrodes take part of the voltage, the applied field must be larger. The crystal is free of stress. With linear elasticity and a strain quadratic in the polarization, eliminating the strain produces only further quartic terms of cubic symmetry. At fixed $P$ these are a constant and a multiple of $S$, so they are already contained in $K$.

Write $c=n_3=\cos\theta$ and let $\varphi$ be the azimuth, so that $n_1=\sin\theta\cos\varphi$ and $n_2=\sin\theta\sin\varphi$. Since $n_1^2+n_2^2=1-c^2$ and $\cos^2\varphi\sin^2\varphi=\tfrac14\sin^22\varphi$,

$$S=c^2(1-c^2)+\tfrac14(1-c^2)^2\sin^2 2\varphi .$$

The field term does not contain $\varphi$. For every $c$ with $|c|<1$ the energy is therefore lowest where $\sin^22\varphi=1$, that is, at $\varphi=45^\circ$ or one of its three fourfold equivalents. The search over the whole sphere thus reduces to one meridian, the $(1\bar10)$ plane, which contains [111], [110] and [001]. On it

$$S=c^2-c^4+\tfrac14(1-2c^2+c^4)=\tfrac14+\tfrac12c^2-\tfrac34c^4 ,$$

and the reduced energy $g=f/(KP^4)$ and its derivatives are

$$g=-\tfrac14-\tfrac12c^2+\tfrac34c^4-ec,\qquad g'=3c^3-c-e,\qquad g''=9c^2-1 .$$

At $e=0$ the condition $g'=0$ gives $c=0$ or $c=\pm1/\sqrt3$. The first is [110], where $g''=-1$, a maximum along the meridian. The others are [111] and $[11\bar1]$, where $g''=2$ and $S=\tfrac14+\tfrac16-\tfrac1{12}=\tfrac13$. The zero-field state is rhombohedral, with energy density $-KP^4/3$.

Now let $e>0$. Because $g(-c)-g(c)=2ec$, a direction with negative $c$ has a higher energy than its mirror image with positive $c$, so the global minimum lies in $0\le c\le1$. For $0\le c\le1/\sqrt3$ the expression $3c^3-c$ is zero or negative, hence $g'<0$ and the energy falls as $c$ grows. For $1/\sqrt3\le c\le1$ the same expression rises steadily from 0 to 2, because its derivative $9c^2-1$ is positive there. If $0<e<2$, $g'$ therefore changes sign once, from negative to positive, and the global minimum obeys

$$E=KP^3(3c^3-c).$$

If $e\ge2$, $g'$ is negative for all $0\le c<1$, and the minimum sits at the end of the interval, $c=1$. The polarization thus turns continuously from [111] and reaches [001] at

$$\boxed{E_c=2KP^3}$$

and it stays there at higher fields. In between, the crystal is neither rhombohedral nor tetragonal: the polarization lies in a mirror plane but along no symmetry axis, so the state is monoclinic. The threefold symmetry is lost as soon as the field is applied.

The same threshold follows from a balance of torques near [001]. For a small tilt, $S=\theta^2$ to second order, whatever the azimuth, and $-EP\cos\theta=-EP+\tfrac12EP\theta^2$. Hence

$$f-f_{[001]}=\tfrac12P\,(E-2KP^3)\,\theta^2+O(\theta^4).$$

The anisotropy pushes the polarization off the axis, the field pulls it back, and the two are equal at $E_c$. To see how the angle closes, put $c=1-u$ in the equilibrium law:

$$e=3(1-u)^3-(1-u)=2-8u+O(u^2).$$

So $u\approx(2-e)/8$, and since $u\approx\theta^2/2$,

$$\theta\approx\tfrac12\sqrt{2-e}\qquad(e\to2^-).$$

The angle vanishes as a square root, as in a mean-field continuous transition.

The electrical work done during the rotation gives an energy balance. With $dP_3=P\,dc$,

$$\int E\,dP_3=KP^4\int_{1/\sqrt3}^{1}(3c^3-c)\,dc=KP^4\left[\tfrac34c^4-\tfrac12c^2\right]_{1/\sqrt3}^{1}=KP^4\left(\tfrac14+\tfrac1{12}\right)=\tfrac13KP^4 .$$

This is the anisotropy energy of [001], which is zero, minus that of [111]. For a variant that starts with $n_3>0$ the rotation is reversible in the quartic model, and all the work is stored. Differentiating the equilibrium law gives the slope of the polarization curve,

$$\frac{dP_3}{dE}=\frac{1}{KP^2(9c^2-1)},$$

which falls from $1/(2KP^2)$ at [111] to $1/(8KP^2)$ just below $E_c$, and drops to zero above it because the magnitude is fixed.

The four variants with $n_3>0$ have equal energies in this field and turn by equal angles. The four with $n_3<0$ behave differently. Such a variant starts at $c=-1/\sqrt3$ and remains a local minimum while $c<-1/3$, where $g''>0$; its azimuth is also stable, since $\sin^22\varphi$ is at its maximum. Stability ends at $c=-1/3$, where

$$e=3\left(-\tfrac1{27}\right)+\tfrac13=\tfrac29,\qquad g'=3\left(c+\tfrac13\right)^2\left(c-\tfrac23\right).$$

The factored form shows that at this field $g'$ is negative between $c=-1/3$ and $c=2/3$. An overdamped polarization therefore slides through [110] to $c=2/3$, which lies on the equilibrium curve, and from there it rotates to [001] as before. Uniform reversal takes place at $E_c/9$, and the final threshold does not depend on the starting variant. Followed numerically, a variant held $0.001\,KP^3$ below the reversal field stayed at $n_3=-0.3514$, and one held as far above it moved to $n_3=0.6670$. Domain walls, absent here, can reverse a crystal at a lower field.

For numbers, take $P=40$ uC/cm2 and $K=1.5\times10^7$ V m$^5$/C$^3$, round values meant for the regime of rhombohedral lead magnesium niobate–lead titanate crystals at room temperature. In SI units $P=0.40$ C/m$^2$, so

$$KP^3=1.5\times10^7\times0.064=9.6\times10^5\ \text{V/m},$$

or 9.6 kV/cm, and $E_c=19.2$ kV/cm. Setting the numerically computed curvature of the energy at [001] to zero gives the same field. The equilibrium law yields

| $E$ (kV/cm) | $\theta$ from [001] (deg) | $P_3$ (uC/cm2) |
|---:|---:|---:|
| 0 | 54.7 | 23.1 |
| 5 | 41.3 | 30.1 |
| 10 | 30.8 | 34.4 |
| 15 | 19.7 | 37.7 |
| 18 | 10.2 | 39.4 |
| 19.2 | 0 | 40.0 |

The last 1.2 kV/cm removes ten degrees of tilt but adds less than 1 uC/cm2, because the angle closes as a square root while $P_3$ depends on its square. At 18 kV/cm, $e=1.875$ and the square-root law gives 0.177 rad, or 10.1 degrees, close to the full result. The energy scale is $KP^4=0.384$ J/cm3, so the stored work is one third of it, 0.128 J/cm3. Uniform reversal comes at 2.1 kV/cm.

The fixed magnitude is an approximation that can be relaxed. Let $p=|\mathbf P|$ vary, with an isotropic energy $(p-P_0)^2/(2\chi)$ added and $K$ multiplying $p^4S$. Along [001], where $S=0$, the magnitude is $p=P_0+\chi E$. A change of magnitude caused by a tilt is itself of order $\theta^2$ and affects the energy only at order $\theta^4$, so the earlier stability argument holds with the actual magnitude: the limit is $E=2Kp^3$. To see whether the rotation still ends continuously, use $S=2u-4u^2+O(u^3)$ and let the magnitude be $p+\delta$. At the limit the energy relative to [001] is, to second order in $u$ and $\delta$,

$$4Kp^4u^2+(E-8Kp^3)\,u\,\delta+\frac{\delta^2}{2\chi},\qquad E-8Kp^3=-6Kp^3 .$$

Its minimum over $\delta$, at $\delta=6\chi Kp^3u$, is $(4Kp^4-18\chi K^2p^6)u^2$. This is positive if $\chi Kp^2<2/9$, and [001] is then a local minimum at the limit. For the rotation to end there on a rising field, more is needed: $E-2Kp^3$ must pass from negative to positive. Since $p=P_0+\chi E$ along [001], its derivative with respect to $E$ is $1-6\chi Kp^2$, which gives the stricter condition $\chi Kp^2<1/6$. Where $\chi Kp^2$ exceeds 1/6 at a limit, [001] loses stability there as the field rises, because the growing magnitude lets the anisotropy overtake the field. At any limit $p-P_0=\chi E=2\chi Kp^3$, so the borderline value 1/6 means $p=\tfrac32P_0$ and $\chi KP_0^2=2/27$. In a crystal softer than this, the model has no limit and [001] is not stable at any field. The words "continuous end below 0.2222" in the output refer to the local condition only. In the example, let the zero-field magnitude be 40 uC/cm2 and the longitudinal susceptibility along [111] be 600, a rough value. The anisotropy energy $-Kp^4/3$ contributes $-4KP^2$ to the radial stiffness there, so $1/\chi=1/(600\,\varepsilon_0)+4KP^2$. Then $\chi Kp^2=0.012$, far below both bounds, and at the limit the tilted states with magnitudes near $P$ have a higher energy than [001], so the end is continuous (at magnitudes many times larger the quartic term outgrows the quadratic radial energy, and this form no longer applies); the magnitude grows by 0.9 % and the threshold rises from 19.2 to 19.7 kV/cm.

A misaligned field matters more. Let it be tilted by a small angle $\alpha$ from [001] towards [110], with its strength held at $E_c$. The $\theta^2$ terms cancel, the term $4u^2$ becomes $\theta^4$, and the transverse field adds $-2\alpha\theta$. Minimizing $\theta^4-2\alpha\theta$ gives

$$\theta\approx(\alpha/2)^{1/3}.$$

For one degree this is 11.8 degrees; minimizing the full energy gives 11.9. The cube root makes the sharp end of the rotation very sensitive to alignment, and in this quartic model the variant nearest the tilted field approaches the field direction smoothly. With a one-degree tilt the other variants with $n_3>0$ lose stability on the way and turn abruptly. The large sixth-order term considered below for the material leaves a jump at this tilt even for the nearest variant.

The next anisotropy term allowed by cubic symmetry at fixed magnitude is $-L\,n_1^2n_2^2n_3^2$; take $L\ge0$, which still favours the same azimuths and the same zero-field [111] state. Near [001] this term is of order $\theta^4$, so [001] still loses stability at $2KP^3$. What can change is the way that state is reached. At $e=2$, with $g(1)=-2$ and $\ell=L/(KP^4)$,

$$g(c)-g(1)=\tfrac14(7-8c-2c^2+3c^4)-\tfrac{\ell}{4}c^2(1-c^2)^2$$

$$=\tfrac14(1-c)^2\left[3(1+c)^2+4-\ell c^2(1+c)^2\right].$$

For $0<c\le1$ the bracket is positive if $\ell<3/c^2+4/[c^2(1+c)^2]$. The right side decreases with $c$ and equals 4 at $c=1$. For $c\le0$, $c^2(1+c)^2\le1/16$, so the bracket is positive there too when $\ell<4$. Hence for $L<4KP^4$ the direction [001] is the unique minimum at $E=2KP^3$, and the rotation ends there continuously. For $L>4KP^4$ the bracket is negative near $c=1$: a tilted state still has the lower energy at $2KP^3$, and [001] is reached by a jump at a higher field. The field $2KP^3$ is then the one down to which the tetragonal state survives when the field is lowered. The sign of $L$ matters for the path. The azimuthal part of $g$ is $-\tfrac14(1-c^2)^2(1+\ell c^2)\sin^22\varphi$, so for $\ell<-1$ the preferred azimuth changes from $45^\circ$ to $0$ once $c^2>1/|\ell|$. With $\ell=-1.5$ or $-2$, for example, the zero-field state is still [111], but the polarization moves into a cube plane before it reaches [001].

The zero-field susceptibility shows which case suits the example. The quartic model gives $1/(2\varepsilon_0KP^2)\approx23500$ along [001], whereas several thousand is a rough typical value for these crystals. Raising $K$ alone would not help: since $E_c=P/(\varepsilon_0\chi_{001})$ in the quartic model, with $\chi_{001}$ the zero-field susceptibility, a value of 5000 would put the threshold at $19.2\times23529/5000\approx90$ kV/cm, close to a rough breakdown field of 100 kV/cm and well above the rough tens of kV/cm at which such crystals are driven towards the tetragonal state. If $K$ and $P$ are kept and $L$ is added instead, the second derivative of $-\tfrac{\ell}{4}(c^2-2c^4+c^6)$ at $c^2=1/3$ is

$$-\tfrac{\ell}{4}\left(2-8+\tfrac{10}{3}\right)=\tfrac23\ell ,$$

so the stiffness 2 becomes $2+\tfrac23\ell$. A susceptibility of 5000 needs $2+\tfrac23\ell=2\times23529/5000=9.41$, or $\ell\approx11$, well above 4. (This assigns the whole 5000 to rotation; removing the longitudinal share $600/3$ first gives $\ell\approx11.7$.) The tilted and tetragonal states then have equal energy at 24 kV/cm, where $n_3$ would jump from 0.84 to 1. On a rising field the tilted state can persist to 25.4 kV/cm, and on a falling field the tetragonal one to 19.2 kV/cm. The value of $L$ rests on one rough susceptibility and on assigning the whole discrepancy to one term, so it shows the size of the effect and is not a fitted constant. For this material the path in the $(1\bar10)$ plane, the tabulated angles, the stored work, the reversal field and the continuous end at $2KP^3$ should be read as properties of the quartic model. Crystals near the morphotropic boundary are reported to pass also through a monoclinic state with the polarization in a cube plane, which a positive $L$ does not produce.

Temperature enters through $K$, $P$ and $L$. At fixed $K$, a 5 % loss of polarization lowers the field $2KP^3$ by 14 %, since $0.95^3=0.857$; a change of $K$ shifts it in proportion. With a large $L$, the field at which the tilted and tetragonal states have equal energy does not follow this simple scaling, because it also depends on how $L$ changes. Thermal agitation also limits the size of region to which a uniform, static direction can be assigned. At zero field and with $L=0$, a path from [111] to $[11\bar1]$ must cross the equator $c=0$, where $S\le1/4$, so the barrier is $KP^4(\tfrac13-\tfrac14)=KP^4/12$, or 0.032 J/cm3, reached at [110]. This equals $k_BT$ at 300 K for a cube of edge 5 nm. A positive $L$ lowers [111] by $L/27$ and leaves the equator unchanged, so it adds $L/27$ to the barrier; with $\ell\approx11$ the barrier is about six times larger and the edge about 3 nm. An isolated region of such a size or smaller would reorient readily; coupling to its surroundings, left out here, would hinder it. The numerical output below lists the values used.

## Numbers as computed

```
Polarization P (rough input): 40.0 uC/cm2
Anisotropy constant K (input): 1.500e+07 V m5/C3
Temperature (input): 300 K
Field scale K P^3: 9.600 kV/cm
Energy scale K P^4: 0.3840 J/cm3
Threshold 2 K P^3: 19.200 kV/cm
Threshold from curvature at [001]: 19.200 kV/cm
Largest n3 difference, law vs sphere search: 1.5e-10
Rotation: field, angle from [001], P along [001]
    0.00 kV/cm   54.74 deg   23.09 uC/cm2
    5.00 kV/cm   41.30 deg   30.05 uC/cm2
   10.00 kV/cm   30.81 deg   34.35 uC/cm2
   15.00 kV/cm   19.69 deg   37.66 uC/cm2
   18.00 kV/cm   10.23 deg   39.36 uC/cm2
   19.20 kV/cm    0.00 deg   40.00 uC/cm2
Work from [111] to [001], integrated: 0.1280 J/cm3
Anisotropy energy difference: 0.1280 J/cm3
Susceptibility along [001] at zero field: 23529
Susceptibility along [001] just below threshold: 5882
Uniform reversal field: 2.133 kV/cm
n3 held 0.001 K P^3 below reversal field: -0.3514
n3 reached 0.001 K P^3 above reversal field: 0.6670
Neglected effects
Longitudinal susceptibility (rough input): 600
Magnitude change at its threshold: 0.87 %
Threshold with variable magnitude: 19.707 kV/cm
chi K p^2 (continuous end below 0.2222): 0.0123
Field tilt (input): 1.0 deg
Angle left at threshold by this tilt: 11.86 deg
Same angle from cube-root law: 11.80 deg
Barrier through [110]: 0.0320 J/cm3
Cube edge with barrier equal to kT: 5.06 nm
Threshold change if P falls 5 % at fixed K: -14.3 %
Breakdown field (rough input): 100 kV/cm
Threshold over breakdown field: 0.192
Largest L for a continuous end: 1.536 J/cm3
Real [001] susceptibility (rough input): 5000
L needed for that value: 4.269 J/cm3
L needed in units of K P^4: 11.12
Equal-energy field with this L: 23.97 kV/cm
n3 before the jump at that field: 0.844
Upper limit of tilted state: 25.40 kV/cm
```
